\section*{Neutral oxygen-vacancy energy in a biaxially strained cubic film, part 2}

A cubic oxide film, with $x,y,z$ along the cube axes and $z$ normal to the film, is held at in-plane strain $\varepsilon_{xx}=\varepsilon_{yy}=s$ ($s>0$ is tension). Its top surface is free. The problem is how $s$ changes the formation energy of an oxygen vacancy,
\begin{equation}
E_f(s)=E_{\mathrm{def}}(s)-E_{\mathrm{host}}(s)+\mu_{\mathrm O},
\label{eq:ef}
\end{equation}
where the energies are those of the relaxed film with the vacancy and of the perfect film (the host), and $\mu_{\mathrm O}$ is the oxygen reservoir's chemical potential, independent of $s$. Assumption (A5) says that the vacancy is neutral and that its relaxed structure changes smoothly with strain.

With elastic constants $C_{11},C_{12},C_{44}$ and $r=C_{12}/C_{11}$, Lemma 1 gives the host strain
\begin{equation}
\varepsilon_{zz}=-2rs,\qquad \varepsilon_{xz}=\varepsilon_{yz}=0,
\label{eq:ezz}
\end{equation}
the in-plane stress $Ms$ and the strain energy per volume $Ms^2$, with
\begin{equation}
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{eq:M}
\end{equation}
An elastically isotropic film with Poisson ratio $\nu$ has $r=\nu/(1-\nu)$.

The elastic dipole $P_{ij}$, an energy, is minus the derivative of the formation energy with respect to strain at zero strain, in a large periodic cell of fixed shape with relaxed atoms. For distant surfaces and vacancies, where the strain they return to the vacancy vanishes, the theorem gives the first-order shift, called the general formula:
\begin{equation}
\Delta E=E_f(s)-E_f(0)=-s\left(P_{xx}+P_{yy}-2\frac{C_{12}}{C_{11}}P_{zz}\right).
\label{eq:general}
\end{equation}
For an isotropic dipole, $P_{ij}=P\delta_{ij}$, it becomes the isotropic formula:
\begin{equation}
\Delta E=-2Ps\left(1-\frac{C_{12}}{C_{11}}\right).
\label{eq:main}
\end{equation}
The relaxation volume $\Omega$, by which a stress-free crystal expands when one such vacancy is made, obeys
\begin{equation}
\Omega=\frac{3P}{C_{11}+2C_{12}},\qquad
\Delta E=-\Omega\,\frac{\sigma_{xx}+\sigma_{yy}}{3}.
\label{eq:omega}
\end{equation}

The example has $C_{11}=500$ GPa, $C_{12}=100$ GPa, $P=3.0$ eV and $s=1.0\%$. Then $r=0.20$, $M=560$ GPa, the film stress is 5.6 GPa, the relative volume change is $2s(1-r)=1.6\%$, and $\Delta E=-0.048$ eV. At fixed thickness the shift would be $-2Ps=-0.060$ eV.

\subsection{A lattice calculation with real surfaces}

The theorem can be tested on a crystal in which every atom is followed. Take a simple cubic lattice with spacing $a=1$ and springs of constant $k_1$ between nearest neighbours and $k_2$ along the face diagonals, all unstretched at the start. Under a strain $e$ along $x$, one nearest-neighbour spring per site stretches by $e$, and four diagonal springs per site stretch by $e/\sqrt2$. Setting the energy per site equal to $\tfrac12C_{11}e^2$ gives
\begin{equation}
\tfrac12C_{11}e^2=\tfrac12k_1e^2+4\cdot\tfrac12k_2\frac{e^2}{2}
\quad\Rightarrow\quad C_{11}=k_1+2k_2 .
\end{equation}
With strains along both $x$ and $y$, the two diagonals in the $xy$ plane contribute $\tfrac12k_2(\varepsilon_{xx}+\varepsilon_{yy})^2$. The cross term is $k_2\varepsilon_{xx}\varepsilon_{yy}$, so $C_{12}=k_2$.

A vacancy is made by removing one atom with its springs. Three struts then join opposite nearest neighbours across the empty site and push them apart with constant forces, which gives the vacancy a positive dipole. Slabs of 7 and 9 layers, with as many sites along each in-plane axis and two free surfaces, were relaxed with and without the vacancy at $s=\pm0.002$. The slope $dE_f/ds$ is the difference of the two formation energies divided by 0.004. The dipole came from separate periodic cells of fixed shape. If a quantity in a body of $N$ sites is $X_N=X+b/N$, then $NX_N=NX+b$, and two sizes give
\begin{equation}
X=\frac{N_2X_{N_2}-N_1X_{N_1}}{N_2-N_1}.
\end{equation}
This removes the leading effect of returned strain from both the slope and the dipole.

In energy units of $k_2a^2$, the results are as follows.
\begin{itemize}
\item Case A: $k_1=3$, $k_2=1$, all strut forces 0.05. Here $r=0.20$ and $P=0.1403$. The formula gives a slope of $-0.2246$; the relaxed slabs give $-0.2248$.
\item Case B: $k_1=0.5$, $k_2=1$, the same struts. Here $r=0.40$ and $P=0.1093$. The formula gives $-0.1311$; the slabs give $-0.1312$.
\item Case C: springs as in A, strut forces 0.04, 0.04 and 0.07 along $x,y,z$. Here $P_{xx}=P_{yy}=0.1063$ and $P_{zz}=0.2077$. The general formula gives $-0.1296$; the slabs give $-0.1300$.
\end{itemize}
The differences, relative to the formula, are 0.1\% in A and B and 0.3\% in C. Their origin was not separated. In case C the isotropic formula with the mean dipole would give $-0.224$, which the slabs rule out. The normal strain in the middle of the perfect slabs was $-0.400\,s$ for $r=0.20$ and $-0.800\,s$ for $r=0.40$, as Lemma 1 requires.

The relaxation volume was tested in the periodic cell of case A with $9\times9\times9$ sites. After the predicted expansion, 0.34\% of the original pressure was left. The numerical output lists these values with more digits.

\subsection{Response of the film height and interaction of vacancies}

\paragraph{Lemma 4.} Let vacancies with an isotropic dipole have the uniform density $c$ in a film held in its plane. In mean field, the film's change of height in response to them contributes $-cP^2/(2C_{11})$ to the energy per vacancy and $-cP^2/C_{11}$ to the cost of adding one more. Both are independent of $s$ at this order.

\emph{Proof.} Let $\varepsilon_{zz}=-2rs+\eta$. The elastic energy per volume is
\begin{align}
&\tfrac12C_{11}(2s^2+\varepsilon_{zz}^2)+C_{12}(s^2+2s\varepsilon_{zz})\nonumber\\
&\quad=\tfrac12C_{11}(\varepsilon_{zz}+2rs)^2+(C_{11}+C_{12}-2rC_{12})s^2
=\tfrac12C_{11}\eta^2+Ms^2 ,
\end{align}
where the square was completed with $C_{11}r=C_{12}$. The dipoles add $-cP(2s-2rs+\eta)$. The part that contains $\eta$ is $\tfrac12C_{11}\eta^2-cP\eta$. It is smallest at $\eta=cP/C_{11}$, where it equals $-c^2P^2/(2C_{11})$. Division by $c$ gives the first result and differentiation with respect to $c$ gives the second. $\square$

For one vacancy in a cell of volume $V$, $c=1/V$ and the energy gain is $P^2/(2VC_{11})$. In the 729-site periodic cell of case A, relaxation at the predicted height gave a gain of $2.69\times10^{-6}$, and the formula with the dipole of that cell gives $2.68\times10^{-6}$. In the example, at a density of $10^{20}$ cm$^{-3}$ the height response contributes $-2.9\times10^{-4}$ eV to the cost of one more vacancy. This is measured from a cell of fixed shape and is not the whole interaction: at fixed shape, well separated vacancies raise one another's energy by an amount of the same order. In an elastically isotropic host, $2C_{44}=C_{11}-C_{12}$, the two terms cancel. For smaller $C_{44}$ the sum is positive, about $+1\times10^{-4}$ eV for $C_{44}=70$ GPa and vacancies placed without directional order. In every such case it is far less than the strain shift.

A vacancy at depth $d$ also interacts with the surface through its returned field. The dipole $P$ acts on a strain of order $P/(C_{11}d^3)$, so the energy scale is $P^2/(C_{11}d^3)$, or $2.9\times10^{-3}$ eV at $d=1$ nm. The numerical prefactor is small: for an elastically isotropic half-space the energy is $-(1-2\nu)P^2/(8\pi C_{11}d^3)$, which for $\nu=1/6$, the value that gives $r=0.20$, is $-8\times10^{-5}$ eV at 1 nm. For a linear elastic host and a fixed dipole it does not depend on $s$, so it changes the depth profile and leaves the strain shift alone.

\subsection{Equilibrium concentration}

\paragraph{Proposition.} For dilute neutral vacancies in equilibrium at fixed temperature $T$ and fixed $\mu_{\mathrm O}$, with a vibrational entropy that does not depend on strain,
\begin{equation}
\frac{c(s)}{c(0)}=\exp\left(-\frac{\Delta E}{k_BT}\right).
\label{eq:conc}
\end{equation}

\emph{Proof.} Place $n$ vacancies on $N$ equivalent sites. With $g_f$ for the free energy of forming one vacancy apart from the entropy of placement,
\begin{equation}
G=ng_f-k_BT\ln\frac{N!}{n!\,(N-n)!},\qquad
\frac{\partial G}{\partial n}=g_f-k_BT\ln\frac{N-n}{n},
\end{equation}
where Stirling's formula was used. At the minimum $n/(N-n)=\exp(-g_f/k_BT)$, and for $n\ll N$ the left side is $n/N$. Strain changes $g_f$ by $\Delta E$, and the ratio follows. $\square$

At an anneal temperature of 1000 K, $k_BT=0.0862$ eV. With the first-order shift, the example gives $\exp(0.048/0.0862)\approx1.7$ under tension and about 0.6 under compression of the same size. The assumption on the vibrational entropy is only approximate. As a rough size, three removed modes with a Gr\"uneisen parameter $\gamma$ between 1 and 2 give $3k_BT\gamma\,(1.6\%)=0.004$ to $0.008$ eV, or 9 to 17\% of the shift.

Equilibrium takes time. On the simple cubic anion lattice of fluorite a vacancy has six neighbours at distance $b$. With a rate $\nu\exp(-E_m/k_BT)$ for each jump, the diffusivity is $D_v=\nu b^2\exp(-E_m/k_BT)$, and the time to cross a thickness $h$ is about $h^2/(2D_v)$. Rough values $\nu=10^{13}$ s$^{-1}$, $b=0.25$ nm, $E_m=2.4$ eV and $h=10$ nm give about 100 s at 1000 K and $10^{30}$ s at 300 K. With this barrier, the neutral vacancies keep at room temperature the concentration set during the anneal, and \eqref{eq:conc} must be used with the temperature at which they stopped moving and with the strain at that temperature. A thermal mismatch with the substrate of $3$ to $6\times10^{-6}$ K$^{-1}$ changes $s$ by 0.2 to 0.4\% between 1000 K and 300 K.

\subsection{The second-order term}

The largest correction found for the example is quadratic in the strain. Write it as
\begin{equation}
\Delta E^{(2)}=-q\,Ms^2v,
\end{equation}
where $v$ is the volume per oxygen site, so that $Ms^2v$ is the host's strain energy in that volume. The 9-layer slab of case A gives $q=2.8$. Most of this can be counted. Each atom in that lattice has 18 springs, each shared by two atoms, so the strain energy per site is that of 9 springs. Removing an atom removes 18, or twice the strain energy of one site. The remaining 0.8 comes almost entirely from the relaxation of the atoms around the missing springs.

Carrying this $q$ over to the oxide is a rough guess at its size, because the harmonic springs leave out the anharmonicity of real bonds. With $v=0.015$ nm$^3$ it gives $\Delta E^{(2)}=-0.015$ eV, which is 30\% of the linear shift at $s=1.0\%$. The term has the same sign for tension and compression. The shift would become about $-0.063$ eV in tension and $+0.033$ eV in compression. The ratio of the quadratic to the linear term grows in proportion to $|s|$, so with these parameters it stays below 10\% for $|s|$ below about 0.3\%. The linear formula gives the slope at zero strain, and at 1\% strain even the first digit of the shift is uncertain.

\subsection{Other corrections and real memory layers}

A small loss of symmetry can be written $P_{xx}=P_{yy}=P-\delta$ and $P_{zz}=P+2\delta$, which keeps the mean dipole. The general formula then gives
\begin{align}
\Delta E&=-s\left[2(P-\delta)-2r(P+2\delta)\right]\nonumber\\
&=-2Ps(1-r)+2s\delta(1+2r).
\end{align}
For $\delta=0.30$ eV the last term is $2(0.010)(0.30)(1.4)=0.0084$ eV, or 18\% of the shift. If heating raised $r$ by 0.05 at fixed $P$ and $s$, the shift would change by $2Ps(0.05)=0.003$ eV. The electrostatic energy in one site volume at 2 MV/cm, for a relative permittivity of 25, is $4\times10^{-4}$ eV, which sets a small scale for the direct polarization energy of a neutral vacancy. The same field shifts the vacancy levels by 2 eV across 10 nm, four times the margin of 0.5 eV used below, so under bias the vacancy need not stay neutral and (A5) can fail.

Neutrality depends on the Fermi level. If it lies 0.5 eV above the first donor level of the vacancy, then at 1000 K the ratio of singly ionized to neutral vacancies is $2\exp(-0.5/0.0862)=0.006$, where the factor 2 counts the spin of the remaining electron. Doubly ionized vacancies must be rare as well. If the second donor level lies an energy $u$ above the first, their ratio to the neutral ones is $\exp[-(1.0\ \mathrm{eV}-u)/k_BT]$. This is negligible for $u\le0$ but reaches one at $u=1.0$ eV. If the Fermi level lies below the donor level, charged vacancies can dominate. They have another dipole, and the strain dependence of the electron energy enters as well.

The parameters are meant for the rough regime of a fluorite-structured oxide such as hafnium oxide in a resistive memory cell. A thickness of 10 nm is realistic there. The strain of 1.0\%, with its stress of 5.6 GPa, is high for a deposited film, and 1000 K is hotter than processing on top of finished circuits usually allows. The stored elastic energy, $Ms^2h=0.56$ J/m$^2$, is below a rough fracture energy of 3 J/m$^2$, and so is the larger driving force for a channel crack on an elastically similar substrate, about 1.3 J/m$^2$; these crude comparisons do not exclude an uncracked film. The Matthews--Blakeslee critical thickness for misfit dislocations at 1.0\% strain is roughly 4 to 10 nm, depending on the slip geometry, so a coherent 10 nm single crystal at this strain would be at or beyond that limit. The dipole is the least certain input. Its value here is assumed, the shift is proportional to it, and a negative dipole would reverse the sign of the shift. Bulk hafnium oxide without dopants is monoclinic at 1000 K, so the cubic formula needs a film whose fluorite structure is stabilized, for example by doping, and vacancies that lie away from the dopants. Trivalent dopants such as yttrium are compensated by doubly charged vacancies whose number is set by the dopant content; neither (A5) nor \eqref{eq:conc} applies to those. An amorphous or polycrystalline oxide layer breaks the assumption of a single cubic (001) crystal. In an amorphous layer the vacancy sites also have lower symmetry, and an anisotropy with $\delta=0.1P$ already moves the result by 0.008 eV. Confinement that fixes the thickness would move it from $-0.048$ to $-0.060$ eV at the same in-plane strain.

\section*{Numbers as computed}
\begin{verbatim}
LATTICE TEST (spacing a = 1, energy unit k a^2)
slab sizes: 7 and 9 layers; strain step 0.002
case A: C12/C11 0.2000, normal strain / s -0.4000
  dipole Pxx 0.14034, Pzz 0.14034
  slope: relaxed slabs -0.22483, formula -0.22455
  height response energy: relaxed 2.6898e-06, formula 2.6795e-06
  pressure left after predicted expansion: 0.34 %
  quadratic term / site strain energy: -2.775
case B: C12/C11 0.4000, normal strain / s -0.8000
  dipole Pxx 0.10926, Pzz 0.10926
  slope: relaxed slabs -0.13121, formula -0.13112
case C: C12/C11 0.2000, normal strain / s -0.4000
  dipole Pxx 0.10631, Pzz 0.20769
  slope: relaxed slabs -0.12999, formula -0.12955
EXAMPLE INPUTS (round values)
C11 500 GPa, C12 100 GPa, P 3.0 eV, s 1.0 %
thickness 10 nm, anneal 1000 K, use 300 K
oxygen site volume 0.015 nm^3, vacancies 1e+20 cm^-3
EXAMPLE RESULTS
C12/C11: 0.200; normal strain: -0.40 %
volume strain: 1.60 %
biaxial modulus: 560 GPa; film stress: 5.60 GPa
relaxation volume: 0.00206 nm^3
energy shift: -0.0480 eV = -4.63 kJ/mol
shift at opposite strain: 0.0480 eV
if thickness were fixed: -0.0600 eV; equal strain on all axes: -0.0900 eV
kT at anneal: 0.0862 eV; concentration ratio: 1.745
concentration ratio at opposite strain: 0.573
NEGLECTED EFFECTS (rough sizes)
quadratic strain term: -0.0146 eV
dipole anisotropy, delta 0.30 eV: +0.0084 eV
vacancy interaction, mean field: -2.88e-04 eV
surface image scale at 1 nm depth: 2.88e-03 eV
C12/C11 higher by 0.05: +0.0030 eV
field energy per site, 2 MV/cm, permittivity 25: 4.1e-04 eV
singly ionized / neutral, Fermi level 0.5 eV above donor level: 6.0e-03
stored film energy: 0.56 J/m^2; rough fracture energy: 3.0 J/m^2
hop barrier 2.4 eV, attempt rate 1e+13 1/s, hop 0.25 nm
time to diffuse through film at anneal: 1.0e+02 s
time to diffuse through film at use: 1.7e+30 s
\end{verbatim}
